\section*{How free-energy errors shift first-order transition temperatures, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

A substance of $N$ atoms held at pressure $p$ passes at $T_m$ from a low-temperature phase $\alpha$ to a high-temperature phase $\beta$ through a first-order transition. Unless stated otherwise, quantities are per atom, and $\Delta X=X_\beta-X_\alpha$. The exact Gibbs free-energy difference is $\Delta G_0(T)$, with $\Delta G_0(T_m)=0$. An approximate electronic-structure method gives instead $\Delta G_0(T)+\varepsilon(T)$. Both free-energy branches are assumed to continue smoothly, as metastable phases, some way past the crossing.

\begin{enumerate}
\item[(a)] Find the shift $\delta T$ of the transition temperature, first as an exact relation and then to leading order in $\varepsilon$.
\item[(b)] Express $\varepsilon$ through the error $\delta U$ of the potential-energy surface, and give $\delta T$ to second order in the error.
\item[(c)] Apply the result to an error $aV$ common to both phases, and to a classical potential scaled by $1+\lambda$ at $p=0$.
\item[(d)] Estimate $\delta T$ for $\varepsilon=10$~meV per atom in the melting of a simple metal, and the accuracy needed to place $T_m$ within 10~K.
\item[(e)] Compare with the recomputed transition of two models: a solid and a liquid given by explicit $F(V,T)$, and the infinite-range Potts model.
\end{enumerate}

Energies are in meV, temperatures in K and entropies in $k_B=0.086173$~meV/K, since Hartree units are awkward at this scale; $10~\mathrm{meV}=0.3675~\mathrm{mHa}=0.2306$~kcal/mol.

\section*{Solution}

\subsection*{(a) The shift of the crossing}

At fixed $p$ each phase obeys $dG=-S\,dT$. Subtracting the two phases and integrating from $T_m$, where $\Delta G_0$ vanishes, gives
\begin{equation}
\Delta G_0(T)=-\int_{T_m}^{T}\Delta S(T'')\,dT'' ,
\end{equation}
with $\Delta S$ the exact entropy difference. Phase $\beta$ is the stable one above $T_m$, so $\Delta G_0$ falls through zero, and $\Delta S(T_m)>0$ at a first-order transition with latent heat. The approximate method places the transition at the $T'$ where $\Delta G_0(T')+\varepsilon(T')=0$, so
\begin{equation}
\varepsilon(T')=\int_{T_m}^{T'}\Delta S\,dT,
\qquad
\delta T\equiv T'-T_m=\frac{\varepsilon(T')}{\overline{\Delta S}},
\label{exact}
\end{equation}
where $\overline{\Delta S}$ is the mean of $\Delta S$ over $[T_m,T']$. Equation~(\ref{exact}) is exact as long as both branches exist on that interval. For small $\varepsilon$ the interval shrinks, $\overline{\Delta S}\to\Delta S(T_m)$ and $\varepsilon(T')\to\varepsilon(T_m)$:
\begin{equation}
\delta T\simeq\frac{\varepsilon(T_m)}{\Delta S},
\qquad
\frac{\delta T}{T_m}\simeq\frac{\varepsilon}{L},
\qquad L=T_m\Delta S .
\label{first}
\end{equation}
From here on $\Delta S$ without an argument is taken at $T_m$, and $L$ is the latent heat. The quantity $\varepsilon$ is the error of the difference $G_\beta-G_\alpha$; a part of the error that is equal in the two phases drops out, however large it is. A positive $\varepsilon$ puts the liquid too high relative to the solid, the solid survives longer on heating, and $T_m$ comes out too high. At a continuous transition $\Delta S=0$, the branches meet tangentially, and (\ref{first}) has no meaning.

\subsection*{(b) Origin of the error and the second-order shift}

Let the approximate Hamiltonian be $H+\lambda\,\delta U$. Here $\delta U$ is the approximate minus the exact Born--Oppenheimer surface (for a metal, the electronic free-energy surface at temperature $T$), and $\lambda$ counts orders and is set to 1 at the end. With $\beta_T=1/k_BT$, the free energy of the whole system at fixed volume is $\mathcal F=-k_BT\ln\sum_n e^{-\beta_TE_n(\lambda)}$. For normalized eigenvectors chosen smooth in $\lambda$, differentiating $E_n=\langle n|H+\lambda\,\delta U|n\rangle$ gives $\langle n|\delta U|n\rangle+E_n\,d\langle n|n\rangle/d\lambda=\langle n|\delta U|n\rangle$. Hence
\begin{equation}
\frac{d\mathcal F}{d\lambda}=\frac{\sum_n e^{-\beta_TE_n}\langle n|\delta U|n\rangle}{\sum_n e^{-\beta_TE_n}}=\langle\delta U\rangle_\lambda .
\end{equation}
To first order the free-energy error is the average of $\delta U$ in the unperturbed ensemble, for quantum or classical nuclei. For classical nuclei the average is $\langle\delta U\rangle_\lambda=\int\delta U\,e^{-\beta_T(U+\lambda\delta U)}\big/\int e^{-\beta_T(U+\lambda\delta U)}$ over configurations. Differentiating the numerator gives $-\beta_T\langle\delta U^2\rangle$ and differentiating the denominator gives $+\beta_T\langle\delta U\rangle^2$, so $d^2\mathcal F/d\lambda^2=-\beta_T\,\mathrm{Var}(\delta U)$. The integrals run over the configurations of one phase. This region can be held fixed as $\lambda$ varies because a free-energy barrier gives its boundary a negligible weight. Dividing by $N$ (the variance grows as $N$ away from a critical point),
\begin{equation}
\delta F(V,T)=\lambda\frac{\langle\delta U\rangle}{N}-\lambda^2\frac{\mathrm{Var}(\delta U)}{2Nk_BT}+O(\lambda^3).
\label{cumulant}
\end{equation}

At fixed pressure the volume per atom relaxes: $G=\min_V[F+\delta F+pV]$. Let $V_0$ be the unperturbed minimum, where $F_V=-p$ (subscripts denote partial derivatives), and put $V=V_0+v$. The terms of $F+pV$ linear in $v$ cancel, leaving
\begin{equation}
F+\delta F+pV=G_0+\tfrac12F_{VV}v^2+\delta F(V_0)+\delta F_V\,v+\dots
\end{equation}
The minimum lies at $v=-\delta F_V/F_{VV}$, which is of order $\lambda$, so the omitted terms are of order $\lambda^3$. The two $v$-dependent terms add to $(\tfrac12-1)\,\delta F_V^2/F_{VV}$, and with the isothermal bulk modulus $B_T=V_0F_{VV}$,
\begin{equation}
\delta G=\delta F(V_0,T)-\frac{V_0\,\delta F_V^{\,2}}{2B_T}+O(\lambda^3).
\label{relax}
\end{equation}
To first order the error of $G$ at fixed $p$ equals the error of $F$ at the unperturbed volume. For classical nuclei, collecting (\ref{cumulant}) and (\ref{relax}) gives $\varepsilon=\lambda\varepsilon_1(T)+\lambda^2\varepsilon_2(T)+\dots$, with
\begin{align}
\varepsilon_1&=\big[\langle\delta U\rangle_\beta-\langle\delta U\rangle_\alpha\big]/N,\\
\varepsilon_2&=-\Delta\!\left[\frac{\mathrm{Var}(\delta U)}{2Nk_BT}+\frac{V_0}{2B_T}\left(\frac{\partial}{\partial V}\frac{\langle\delta U\rangle}{N}\right)^{2}\right].
\label{eps2}
\end{align}
Each phase lowers its free energy by adapting to the error, and $\varepsilon_2$ is the difference of the two gains.

The crossing condition is now expanded in $t=T-T_m$. Since $(\partial S/\partial T)_p=C_p/T$, we have $\Delta S(T)=\Delta S+\Delta C_p\,t/T_m+\dots$, and integration gives $\Delta G_0=-\Delta S\,t-\Delta C_p\,t^2/(2T_m)+\dots$. With $\varepsilon_1'=d\varepsilon_1/dT$ taken along the unperturbed isobar, the condition reads
\begin{equation}
-\Delta S\,t-\frac{\Delta C_p}{2T_m}t^2+\lambda\varepsilon_1+\lambda\varepsilon_1'\,t+\lambda^2\varepsilon_2+\dots=0 .
\end{equation}
Insert $t=\lambda t_1+\lambda^2t_2$. Order $\lambda$ gives $-\Delta S\,t_1+\varepsilon_1=0$. Order $\lambda^2$ gives $-\Delta S\,t_2-\Delta C_p t_1^2/(2T_m)+\varepsilon_1't_1+\varepsilon_2=0$. Therefore
\begin{equation}
t_1=\frac{\varepsilon_1}{\Delta S},\qquad
t_2=\frac{\varepsilon_2}{\Delta S}+\frac{\varepsilon_1'\,t_1}{\Delta S}-\frac{\Delta C_p\,t_1^2}{2T_m\Delta S},
\label{second}
\end{equation}
and $\delta T=t_1+t_2$ up to third order in the error. The three parts of $t_2$ will be called the relaxation, slope and heat-capacity parts. The leading estimate is reliable when each is small against $t_1$:
\begin{equation}
|\varepsilon_2|\ll|\varepsilon_1|,\qquad |\varepsilon_1'|\ll\Delta S,\qquad \frac{|\Delta C_p|}{2\Delta S}\,\frac{|\varepsilon_1|}{L}\ll1 .
\end{equation}
The last form follows from $t_1/T_m=\varepsilon_1/L$. The slope $-\varepsilon_1'$ is the first-order error in $\Delta S$. If $\varepsilon$ is linear in $T$ and $\Delta C_p=0$, the crossing condition is linear and gives $\delta T=\varepsilon(T_m)/(\Delta S-\varepsilon')$, which diverges when the error removes the whole transition entropy. If the error brings a third phase below both branches, the crossing found here is no longer the observed transition. If $T'$ lies beyond the point where one of the unperturbed branches ends, (\ref{exact}) cannot be used, because $\Delta S$ is not defined on the whole interval. The expansion (\ref{second}) needs only quantities at $T_m$ and can still give a good value, as the example in (e2) shows, but this is not guaranteed.

\subsection*{(c) Two special errors}

\emph{An error $aV$ in both phases.} Then $G=\min_V[F+(p+a)V]$: the error acts exactly as an extra pressure $a$. With $\delta F=aV$ there is no variance at fixed volume, $\varepsilon_1=a\,\Delta V$, and
\begin{equation}
t_1=\frac{a\,\Delta V}{\Delta S},\qquad \varepsilon_2=-\frac{a^2}{2}\,\Delta\!\left[\frac{V_0}{B_T}\right],\qquad \varepsilon_1'=a\,\frac{d\Delta V}{dT}.
\label{cc}
\end{equation}
The first relation is the Clausius--Clapeyron slope $\Delta V/\Delta S$ times $a$. An error with the same functional form in both phases need not cancel: this one survives at first order whenever $\Delta V\neq0$, because the phases sample it at different volumes.

\emph{A scaled potential.} For classical nuclei $F=F_{\rm kin}(T)+k_BT\,\phi(V,T)$, where $F_{\rm kin}$ comes from the momenta and is the same in both phases, and $\phi=-N^{-1}\ln\big[\int e^{-U/k_BT}/N!\big]$. The replacement $U\to(1+\lambda)U$ turns $\phi(V,T)$ into $\phi(V,\tilde T)$ with $\tilde T=T/(1+\lambda)$. At $p=0$ each condensed phase sits at its local minimum of $\phi$ over $V$, so
\begin{equation}
\Delta G_\lambda(T)=k_BT\,\Delta\big[\min_V\phi(V,\tilde T)\big]=(1+\lambda)\,\Delta G_0(\tilde T).
\end{equation}
This vanishes at $\tilde T=T_m$, so $\delta T=\lambda T_m$ exactly. Equation~(\ref{second}) reproduces it: $\varepsilon_1=\lambda\,\Delta\langle U\rangle/N$, the kinetic energies $\tfrac32k_BT$ cancel, $pV=0$, so $\Delta\langle U\rangle/N=\Delta H=T_m\Delta S$ and $t_1=\lambda T_m$. Exact linearity means that the three parts of $t_2$ cancel for this error.

\subsection*{(d) The estimate}

Writing $\Delta S=s\,k_B$,
\begin{equation}
\delta T\simeq\frac{\varepsilon}{s\,k_B}=\frac{10~\mathrm{meV}}{s\times0.086173~\mathrm{meV/K}}=\frac{116.05~\mathrm{K}}{s}.
\end{equation}
A shift of exactly 100~K belongs to $s=1.16$. The size of $s$ is an empirical input and is not derived here. By Richards' rule the melting entropy of simple metals with close-packed or body-centred cubic crystals is of order $k_B$ per atom, roughly $0.8$ to $1.4\,k_B$; metals with open or distorted crystals lie higher (Sn, Ga and Bi at roughly $1.7$, $2.2$ and $2.5\,k_B$). Silicon, which melts from an open covalent crystal to a metallic liquid, has roughly $3.5\,k_B$. The value $0.3\,k_B$ below is a round number standing for a solid--solid transition of small entropy. The last column is the error $\varepsilon=(10~\mathrm K)\,s\,k_B$ that shifts the transition by 10~K.

\begin{center}
\begin{tabular}{lccc}
case & $s$ & $\delta T$ (K) & $\varepsilon$ for 10 K (meV)\\
\hline
solid--solid, round value & 0.3 & 387 & 0.26\\
simple metal, low & 0.8 & 145 & 0.69\\
simple metal, middle & 1.1 & 105 & 0.95\\
simple metal, high & 1.4 & 83 & 1.21\\
silicon-like & 3.5 & 33 & 3.02
\end{tabular}
\end{center}

An error of 10~meV per atom in the liquid--solid free-energy difference thus moves the melting point of a simple metal by about 100~K at leading order, between 83 and 145~K over the rough range of $s$. Fixing $T_m$ to 10~K requires about 1~meV per atom. The entries are as rough as $s$. They are independent of $T_m$, but the three conditions of part (b), under which they can be trusted, are not. When $|\Delta C_p|$ is of order $\Delta S$ and $|\varepsilon_1'|$ of order $\varepsilon/T_m$, the heat-capacity and slope conditions both reduce to $\varepsilon/L=\delta T/T_m\ll1$, and the 387~K entry is then only an order of magnitude unless the transition lies far above that temperature. The same caution applies to the row $s=0.8$, which is typical of the alkali metals: they melt between about 300 and 450~K, so 10~meV gives $\delta T/T_m$ of about $0.3$ to $0.5$.

The shift of the transition temperature is now known to second order in the error, and at leading order 10 meV per atom moves the melting point of a simple metal by about 100 K. What remains is part (e), the comparison with the recomputed transition of a model solid and liquid and of the infinite-range Potts model.
